# Scheduling Minority Oxide Cycles with an Integer Error Accumulator

A mixed oxide film is to be grown by atomic layer deposition from two binary processes, a host oxide and a minority oxide. The composition calls for 6 minority cycles in every 23. The reactor cannot run 0.26 of a minority cycle; each cycle is wholly one oxide or the other. Running 17 host cycles and then 6 minority cycles gives the right ratio at the end of each group, but makes a layered film whose composition is wrong almost everywhere in between. Running a minority cycle every fourth time spreads them out, but the ratio is then 1/4, and the deficit grows with thickness.

An integer error accumulator resolves this conflict. Its user has three numbers to set: a numerator $p$, a denominator $q$ and a start value $e_0$. This guide derives what each does and how to choose it.

## The rule and its conventions

A cycle means one complete sequence of precursor dose, purge, oxidant dose and purge for one oxide. The target fraction of minority cycles is $f=p/q$, with integers $0<p<q$. The controller stores an integer $e$, with $0\le e_0<q$ at the start. Before each cycle:

1. Add $p$ to $e$.
2. If now $e\ge q$, run a minority cycle and subtract $q$ from $e$.
3. Otherwise run a host cycle and leave $e$ as it is.

Let $M_n$ be the number of minority cycles among the first $n$, and $e_n$ the stored value after cycle $n$. The stored value always returns to the range $0\le e_n\le q-1$. If it lies there before a cycle, adding $p$ gives at most $q-1+p<2q$, so one subtraction is enough to bring it below $q$, and that subtraction is made only when the result is not negative.

## Why the count stays within one cycle

After $n$ cycles, $p$ has been added $n$ times and $q$ subtracted once per minority cycle. Therefore

$$e_n=e_0+np-qM_n .$$

Dividing by $q$ and rearranging gives the count error, defined as the actual minority count minus its target:

$$\delta_n\equiv M_n-\frac{np}{q}=\frac{e_0-e_n}{q}.$$

A positive $\delta_n$ means too many minority cycles so far. Both $e_0$ and $e_n$ lie between 0 and $q-1$, so their difference is smaller than $q$ in magnitude, and

$$|\delta_n|<1\qquad\text{for every }n .$$

The bound holds throughout growth, not just at the end of a period, because the controller carries the whole past error in $e_n$. The arithmetic is in integers, so no rounding error builds up.

The schedule repeats after $q$ cycles. Setting $n=q$ in the first relation gives $e_q-e_0=q(p-M_q)$, a multiple of $q$. Since its magnitude is less than $q$, it must be zero. Hence $e_q=e_0$ and $M_q=p$.

## Choosing the start value

As $e_n$ ranges from 0 to $q-1$, the error lies in

$$\frac{e_0-(q-1)}{q}\le\delta_n\le\frac{e_0}{q}.$$

With $e_0=0$ the error is never positive: the minority oxide is on target or late. If $p$ and $q$ have no common factor, $e_n$ visits every value from 0 to $q-1$, and the lag reaches $(q-1)/q$, nearly a full cycle when $q$ is large.

The larger of the two limits in magnitude is smallest when $e_0$ sits in the middle of the range. The choice $e_0=\lfloor q/2\rfloor$, where $\lfloor\cdot\rfloor$ means rounding down, gives

$$|\delta_n|\le\frac{\lfloor q/2\rfloor}{q}\le\frac12 .$$

No other schedule has a smaller largest error when $p/q$ is in lowest terms. Write $h=\lfloor q/2\rfloor$. Because $p$ and $q$ share no factor, the remainders of $p,2p,\dots,qp$ on division by $q$ are all different, so one of them equals $h$. At that $n$ the target $np/q$ is an integer plus $h/q$. The nearest integers are $h/q$ below and $(q-h)/q$ above, and $h\le q-h$. Every possible count therefore misses the target by at least $h/q$. An exhaustive search over all one-period schedules for denominators from 2 to 9 confirms this minimum.

The guidance is to use the centred start $e_0=\lfloor q/2\rfloor$ unless there is a reason to keep the minority oxide from running ahead of target. In that case $e_0=0$ does so, at the price of a larger lag.

## What "evenly distributed" means

Take any window of $L$ successive cycles, from cycle $n+1$ to $n+L$. Subtracting the accumulator relation at $n$ from that at $n+L$ gives

$$M_{n+L}-M_n=\frac{Lp}{q}+\frac{e_n-e_{n+L}}{q}.$$

The last term is smaller than 1 in magnitude. The left side is an integer, so it can only be $Lp/q$ rounded down or rounded up. Two windows of equal length, anywhere in the film, thus differ by at most one minority cycle.

The spacing between successive minority cycles follows in the same way. Just after a minority cycle, $e\le(q-1)+p-q=p-1$. The next one comes after the smallest number $k$ of cycles for which $e+kp\ge q$, which is

$$k=\left\lceil\frac{q-e}{p}\right\rceil,\qquad 0\le e\le p-1,$$

where $\lceil\cdot\rceil$ means rounding up. At $e=0$ this is $\lceil q/p\rceil$. At $e=p-1$ it is $\lceil(q+1)/p\rceil-1=\lfloor q/p\rfloor$. Since $k$ cannot increase as $e$ increases, no other spacings occur.

Even spacing of cycles does not by itself mix the oxides on the atomic scale. With $f$ small, the minority cations still arrive in separate cycles with host cycles between them. How far the cations mix depends on how much of an atomic layer each cycle fills and on diffusion, both of which are outside this analysis.

## From composition to cycle fraction

The quantity wanted is usually the minority cation fraction $x$, not $f$. The two differ because the oxides add different numbers of cations per cycle, and because growth can depend on the surface beneath. Assume saturated growth in which the cations added per area depend on the present cycle and the one before it:

- $a$: minority cycle on a host surface
- $b$: host cycle on a minority surface
- $c$: host cycle on a host surface
- $d$: minority cycle on a minority surface

The starting surface is taken to behave like the host.

For $f\le1/2$ the scheduler never runs two minority cycles in a row: after one, $e\le p-1$, and the next addition gives at most $2p-1<q$. The parameter $d$ then plays no part. In a repeating period there are $p$ minority cycles on host, $p$ host cycles on minority and $q-2p$ host cycles on host. Hence

$$x=\frac{pa}{pa+pb+(q-2p)c}=\frac{fa}{c+f(a+b-2c)},$$

where the second form follows on dividing above and below by $q$. To solve for $f$, multiply out,

$$xc+xf(a+b-2c)=fa,$$

and collect the terms in $f$:

$$f=\frac{xc}{\kappa},\qquad \kappa=a-x(a+b-2c).$$

The condition $f\le1/2$ reads $2xc\le\kappa$. The terms $2xc$ cancel, leaving $x(a+b)\le a$, or

$$x\le\frac{a}{a+b}.$$

This is the composition of strict alternation. Beyond it minority cycles must touch, $d$ enters, and this formula for $f$ fails in general, although the count bound still holds. An exception is surface-independent growth, $a=d$ and $b=c$, for which the formula holds at every $f$.

If growth does not depend on the surface beneath, then $b=c$ and $\kappa=a(1-x)+cx$. The setting becomes $f=xc/[xc+(1-x)a]$, in which each cation fraction is divided by the cations its oxide adds per cycle. In that limit $f=x$ only if $a=c$.

## How composition settles during growth

A bounded count error does not mean a small relative error in a very thin film. To find the composition after $n$ cycles, let $\lambda_n=1$ if cycle $n$ is a minority cycle and 0 otherwise. The minority cations number $aM_n$ per area. There are $n-M_n$ host cycles, of which $M_n-\lambda_n$ follow a minority cycle, because a minority cycle at the very top has not yet been covered. Each of these adds $b$ instead of $c$. The total cation density is

$$T_n=aM_n+c(n-M_n)-(c-b)(M_n-\lambda_n)$$
$$\phantom{T_n}=cn+(a+b-2c)M_n+(c-b)\lambda_n .$$

The composition is $x_n=aM_n/T_n$, so $x_n-x=(aM_n-xT_n)/T_n$. Inserting $T_n$ into the numerator gives

$$aM_n-xT_n=\kappa M_n-xcn-x(c-b)\lambda_n .$$

Since $xc=\kappa f$, the first two terms combine into $\kappa(M_n-fn)=\kappa\delta_n$. Therefore

$$x_n-x=\frac{\kappa\delta_n-x(c-b)\lambda_n}{T_n}.$$

With the centred start, $|\delta_n|\le1/2$, and

$$|x_n-x|\le\frac{\kappa/2+x|c-b|}{T_n}.$$

The numerator of this bound is fixed while $T_n$ grows in proportion to $n$, apart from a bounded part. The limit on the composition error thus falls as $1/n$, even though the count error itself never dies away. To guarantee a composition tolerance $\epsilon$, it is enough that $T_n\ge(\kappa/2+x|c-b|)/\epsilon$. In a thinner film the discreteness of the cycles may exceed the tolerance, and the total number of cycles should be chosen so that $x_n$ itself is acceptable.

## A worked setting

Take round model parameters $a=2.0$, $b=2.5$, $c=3.0$ and $d=2.4$ cations/nm² per cycle, and a target $x=0.20$. Alternation would give $2.0/4.5\approx0.44$, so the target lies in the range where minority cycles are isolated. Then

$$\kappa=2.0-0.20\,(2.0+2.5-6.0)=2.3\ \text{cations/nm}^2,$$
$$f=\frac{0.20\times3.0}{2.3}=\frac{6}{23}\approx0.261 .$$

The settings are $p=6$, $q=23$ and $e_0=11$. The cycle fraction exceeds the cation fraction because a minority cycle adds fewer cations than either kind of host cycle ($a<b$ and $a<c$).

The first cycle raises the accumulator from 11 to 17, so it is a host cycle. The second raises it to 23, so a minority cycle runs and the value returns to 0. The count error is then $1-12/23=+0.478$, which equals the limit $11/23$. One whole period, with H for host and M for minority, is

HMHHHMHHHMHHHMHHHMHHHMH

After successive minority cycles the accumulator holds 0, 1, 2, 3, 4 and 5. The spacing formula gives 4 for the first five values and $\lceil18/6\rceil=3$ for the last. These spacings add up to 23. The single short spacing supplies the correction that a fixed spacing of 4 lacks.

Over 200 cycles the recipes compare as follows. The last column is the composition of the repeating period.

| Recipe | Largest count error (cycles) | $x$ |
|---|---:|---:|
| Accumulator, $e_0=11$ | 0.48 | 0.200 |
| 17 host, then 6 minority | 4.43 | 0.217 |
| Every fourth cycle | 2.91 | 0.190 |

With $e_0=0$ the accumulator's largest count error is $22/23=0.96$ cycle.

The block recipe's count error can be traced directly. Each host cycle lowers $\delta$ by $p/q$, so after $q-p$ of them it is $-p(q-p)/q=-6\times17/23=-4.43$. Each minority cycle then raises it by $1-p/q$, and $p$ of them restore it to zero. For $p=1$ the largest error is $(q-1)/q$, so a single minority cycle per block does stay within one cycle. With at least two cycles of each oxide in the block, $p(q-p)-q=(p-1)(q-p-1)-1\ge0$, so the largest error is one cycle or more.

The composition error of the block recipe has a different cause, since its cycle ratio is right. In a repeating block one minority cycle falls on host and five on minority, adding $2.0+5\times2.4=14.0$ cations/nm². One host cycle falls on minority and 16 on host, adding $2.5+16\times3.0=50.5$ cations/nm². The fraction is $14.0/64.5=0.217$. In this growth model, the order of cycles changes the mean composition even when their numbers do not. If $a=d$ and $b=c$, this difference disappears, but the layering remains.

For a minority cycle at every $s$-th place, $M_n=(n-r)/s$, where $r$ is the remainder of $n$ on division by $s$. Hence

$$\delta_n=n\left(\frac1s-f\right)-\frac rs .$$

With $s=4$, $1/s-f=-1/92$. The first term is a steady deficit and the second a bounded ripple. At $n=199$, where $r=3$, their sum is $-199/92-3/4=-2.91$, the largest error in the run. After 200 cycles this recipe has run 50 minority cycles and the centred accumulator 52, against a target of 52.17.

The even film approaches its composition as follows:

| $n$ | $x_n-x$ | Bound on its magnitude |
|---:|---:|---:|
| 10 | +0.0308 | 0.0481 |
| 50 | −0.0008 | 0.0096 |
| 100 | −0.0008 | 0.0048 |
| 200 | −0.0008 | 0.0024 |

The first row follows from the error formula. Cycle 10 is a minority cycle with $\delta_{10}=+0.391$, so the numerator is $2.3\times0.391-0.20\times0.5=0.80$, and division by $T_{10}=26.0$ gives 0.031.

The equal errors in the last three rows do not mean that convergence has stopped. At $n=50$, 100 and 200 the count errors are $-1/23$, $-2/23$ and $-4/23$, and all three are host cycles, so $\lambda_n=0$. Numerator and $T_n$ double together at these chosen points. They do so once more at $n=400$, but cannot go on indefinitely, because $|\delta_n|$ is limited to $11/23$; the bound does halve at each step through these three rows.

## Choosing the denominator

A composition calculation usually returns a decimal number, here called $\varphi$, and not a convenient fraction. If $p/q$ replaces it, the error relative to the true target is

$$M_n-n\varphi=\left(M_n-\frac{np}{q}\right)+n\left(\frac pq-\varphi\right).$$

The first bracket is the scheduler's own error, at most 1/2 with the centred start. The second term is a drift, which the scheduler cannot see because it was given the wrong target. For any $p/q\ne\varphi$ it eventually breaks the one-cycle bound.

For a run of known length $N$ a safe choice is $q=N$, with $p$ the integer nearest to $\varphi N$. Then $|p-\varphi N|\le1/2$, and for every $n\le N$

$$n\left|\frac pN-\varphi\right|\le\frac{n}{2N}\le\frac12 .$$

The two halves add up to at most one cycle. If $p$ comes out as 0 or $N$, the rule runs only one oxide and the bound still holds. The fraction need not be reduced, because the half-cycle bound for the centred start did not assume lowest terms. A large denominator costs nothing in evenness, since the window and spacing results hold for every $q$.

As a second case take $\varphi=\sqrt2/5\approx0.28284$ and $N=2000$. The short fraction 2/7 is too large by about 0.0029. Its drift over the run is 5.7 cycles, and the largest total error is 6.2 cycles. The fraction 566/2000 drifts by 0.31 cycle, and its largest total error is 0.80 cycle.

A short fraction is still sound for a short run. The one-cycle guarantee holds as long as $N|p/q-\varphi|\le1/2$. For 2/7 this means $N\le2000\times0.5/5.743$, or about 174 cycles.

This precision concerns the cycle count alone. If $a$, $b$ and $c$ are known to a few per cent, the resulting uncertainty in $f$ may far exceed the drift. A fraction closer to $\varphi$ reduces the drift from the stated target; it does not make that target more accurate.

## Changing the target during growth

For a graded film the numerator may change from cycle to cycle, with $q$ fixed and $0\le p_i\le q$. The same bookkeeping gives

$$e_n=e_0+\sum_{i=1}^{n}p_i-qM_n,$$

and $e_n$ still stays between 0 and $q-1$, since adding $p_i$ gives at most $2q-1$. The count therefore remains within one cycle of the accumulated target $\sum_i p_i/q$, and within half a cycle for the centred start.

This requires that the accumulator be kept when the target changes. Resetting it discards the error reached so far, which stays in the film, and errors from successive segments can add. The same applies to a run that is interrupted and resumed: the stored $e$ belongs to the state of the film. The composition formulas above were derived for constant $f$ and do not carry over to a graded film without a new sum over the growth steps.

## When the setting is not enough

The count bound is a property of integers and holds for any chemistry, provided that each commanded cycle is actually carried out. The composition results need more. They can fail if doses do not saturate, so that the growth per cycle varies with the dose, if one precursor removes or replaces cations already deposited, or if growth remembers more than one earlier cycle. In the last case the formulas may need more growth parameters. If the memory reaches back three cycles, the spacings of 3 and 4 in the example could give different minority uptake, and $a$ would no longer be a single number.

A practical check follows from the model. Grow two films with the same cycle counts, one evenly scheduled and one in blocks, each many periods thick. A difference in mean composition beyond the measurement error shows that growth depends on the order of the cycles. Equal compositions do not show the opposite: with $a=2.0$, $b=2.5$, $c=3.0$ and $d=2.125$ the block gives $12.625/63.125=0.200$, the same as the even film, because the two surface effects cancel. The parameter $a$ is therefore best obtained from films with isolated minority cycles, using the minority cations per area and not the composition alone, since $a=2.2$, $b=3.3$ gives the same $x=0.200$ at $f=6/23$ and $c=3.0$. A film of the pure minority oxide measures $d$ in steady growth, which may differ from $a$.

The numerical output below gives the accumulator values and errors to more digits.

## Values computed for the example and the checks

```
fractions p/q tested: 199
schedules searched for optimality: 5172
a, b, c, d = 2.0, 2.5, 3.0, 2.4 cations/nm^2
target minority cation fraction x = 0.2000
kappa = 2.3000 cations/nm^2
cycle fraction f = 6/23 = 0.26087
centred start value e_0 = 11
cycle n, accumulator after cycle, type, M_n, count error (cycles)
   1  17 H 0 -0.2609
   2   0 M 1 +0.4783
   3   6 H 1 +0.2174
   4  12 H 1 -0.0435
   5  18 H 1 -0.3043
   6   1 M 2 +0.4348
   7   7 H 2 +0.1739
   8  13 H 2 -0.0870
   9  19 H 2 -0.3478
  10   2 M 3 +0.3913
one period: HMHHHMHHHMHHHMHHHMHHHMH
successive minority spacings (cycles): [4, 4, 4, 4, 4, 3]
largest count error over 200 cycles (cycles):
  centred start  0.4783
  zero start     0.9565
  block recipe   4.4348
  every 4th cycle 2.9130
target count after 200 cycles = 52.1739
centred count after 200 cycles = 52
every-4th count after 200 cycles = 50
repeating-period x, even schedule = 0.20000
repeating-period x, block recipe = 0.21705
repeating-period x, every 4th = 0.19048
n, total cations/nm^2, x_n, x_n - x, bound on |x_n - x|
   10   26.0 0.23077 +0.03077 0.04808
   50  130.5 0.19923 -0.00077 0.00958
  100  261.0 0.19923 -0.00077 0.00479
  200  522.0 0.19923 -0.00077 0.00239
real-valued cycle fraction = 0.282843, run = 2000 cycles
coarse 2/7: drift 5.7431, largest error 6.1631 cycles
fine 566/2000: drift 0.3146, largest error 0.7999 cycles
```
